# Inverse-square-root emptying of a clean fermion chain with weak end loss, part 2

A chain of $L$ sites, initially holding one spinless fermion each, loses particles from site 1 at rate $\gamma$. We seek the mean number $N(t)$ that remain. The ends are open and the hopping amplitude is $J$. Lengths are counted in sites, $M=L+1$ and $g=\hbar\gamma/(2J)$.

Let $c_j$ remove a fermion from site $j$, $P_1$ project on site 1, and $h_{j,j+1}=h_{j+1,j}=-J$, with other elements zero. Then $G_{ij}=\langle c_j^\dagger c_i\rangle$ obeys

$$
\frac{dG}{dt}=-\frac{i}{\hbar}[h,G]-\frac{\gamma}{2}(P_1G+GP_1). \tag{1}
$$

For $G(0)=1$, propagation with $K=h-i\hbar\gamma P_1/2$ gives $N=\mathrm{Tr}\,UU^\dagger$, $U=e^{-iKt/\hbar}$. With $KR_n=E_nR_n$, $R_n^TR_n=1$ and $O_{mn}=R_n^\dagger R_m$,

$$
N=\sum_{mn}O_{mn}^2e^{-i(E_m-E_n^*)t/\hbar}. \tag{11}
$$

$$
O_{mn}=\frac{-i\hbar\gamma\,R_n(1)^*R_m(1)}{E_m-E_n^*}. \tag{12}
$$

Terms with $m\neq n$ are coherences, which are small for weak loss.

Without loss, the standing waves are $\phi_k(j)=\sqrt{2/M}\sin(kj)$, with $k_n=n\pi/M$ and $E=-2J\cos k$. To first order in the loss,

$$
\Gamma_k=\gamma\phi_k(1)^2=\frac{2\gamma}{M}\sin^2k. \tag{4}
$$

Neglecting coherences gives the mode sum

$$
N(t)=\sum_{n=1}^{L}e^{-2\tau\sin^2k_n},\qquad
\tau=\frac{\gamma t}{M}. \tag{5}
$$

In a long chain with $\tau\ll M^2$ this is $Me^{-\tau}I_0(\tau)-1$, where $I_0$ is a modified Bessel function and the $-1$ removes the $k=0$ term, which is not a standing wave. For $1\ll\tau\ll M^2$,

$$
N(t)=\frac{M^{3/2}}{\sqrt{2\pi\gamma t}}
\left[1+\frac{1}{8\tau}-\frac{\sqrt{2\pi\tau}}{M}+\cdots\right]. \tag{7}
$$

The prefactor is the leading power law; the local exponent is $-d\ln N/d\ln t$. The density on site 1, $n_1=G_{11}$, follows

$$
n_1=-\frac1M\frac{dN}{d\tau}
\simeq\frac{1}{2\sqrt{2\pi}\,\tau^{3/2}}. \tag{9}
$$

At late times the two slowest waves remain:

$$
N\simeq2e^{-\Gamma_1t},\qquad
\Gamma_1=\frac{2\gamma}{M}\sin^2\frac{\pi}{M}\simeq\frac{2\pi^2\gamma}{M^3}. \tag{8}
$$

For two sites with $\hbar\gamma\gg4J$, the slower rate is $4J^2/(\hbar^2\gamma)$, which decreases as $\gamma$ grows. Decay rates beyond first order are still needed.

### The lossy end as an imperfect mirror

The diagonal terms of (11) need the decay rates beyond first order. These follow from the boundary condition at the lossy end. Let $\Psi_j$ be an eigenvector. On site 1,

$$
E\Psi_1=-J\Psi_2-\frac{i\hbar\gamma}{2}\Psi_1.
$$

Extend the bulk equation to a fictitious site 0, so that $E\Psi_1=-J\Psi_2-J\Psi_0$. Comparison gives $\Psi_0=ig\Psi_1$. The wave that vanishes at the far wall is $\Psi_j=\sin[k(M-j)]$, hence

$$
\sin(kM)=ig\sin(kL). \tag{15}
$$

Without loss, $kM=n\pi$. With loss, put $kM=n\pi+\delta$. A common sign cancels from (15), leaving $\sin\delta=ig\sin(\delta-k)$. Expand the right side and collect terms:

$$
\sin\delta\,(1-ig\cos k)=-ig\sin k\cos\delta .
$$

This determines $\tan\delta$. Since $e^{2i\delta}=(1+i\tan\delta)/(1-i\tan\delta)$,

$$
e^{2i\delta}
=\frac{1-ig\cos k+g\sin k}{1-ig\cos k-g\sin k}. \tag{16}
$$

For a long chain, $\mathrm{Im}\,k$ is of order $1/M$. To leading order, $k$ on the right may be replaced by its real part. With $s=\sin k$, the squared modulus of (16) is

$$
e^{-4\,\mathrm{Im}\,\delta}
=\frac{1+g^2+2gs}{1+g^2-2gs}.
$$

The logarithm of the right side is $2\,\mathrm{artanh}[2gs/(1+g^2)]$, so $\mathrm{Im}\,\delta=-\frac12\mathrm{artanh}[2gs/(1+g^2)]$. Next, $\mathrm{Im}\,k=\mathrm{Im}\,\delta/M$. Expanding $E=-2J\cos k$ for this small imaginary part gives $\mathrm{Im}\,E=2Js\,\mathrm{Im}\,k$. Finally, $\Gamma=-2\,\mathrm{Im}\,E/\hbar$:

$$
\Gamma_k=\frac{2Js}{\hbar M}\,
\mathrm{artanh}\left(\frac{2gs}{1+g^2}\right). \tag{17}
$$

This has a direct reading. A particle moves at $2Js/\hbar$ sites per unit time and returns to the lossy end after covering $2M$ sites. Its survival probability at each reflection is

$$
\mathcal R=\frac{1+g^2-2gs}{1+g^2+2gs},
$$

and (17) is the number of reflections per unit time multiplied by $-\ln\mathcal R$. Slow particles strike the end less often, and each strike removes a smaller fraction of them. These two factors of $s$ produce the $s^2$ in the weak-loss rate.

For $L=400$ and $g=0.8$, the largest relative difference between (17) and rates from the eigenvalues is 0.0044, inside the tested limit of 0.02. The formula fails close to $g=1$ in the middle of the band. There $\mathcal R$ goes to zero and the logarithm diverges, while the true rates of a finite chain stay finite; $\mathrm{Im}\,k$ is then no longer of order $1/M$. The slow waves near the band edges are not affected.

For small $g$, the inverse hyperbolic tangent equals its argument up to relative terms of order $g^2$. Equation (17) becomes

$$
\Gamma_k\simeq\frac{4Jg}{\hbar M}s^2=\frac{2\gamma}{M}s^2,
$$

as before. The diagonal weights $O_{nn}$ also need a check. Write $R_n=x+iy$ with real vectors. From $R_n^TR_n=1$ follows $x^Tx-y^Ty=1$, so $O_{nn}=x^Tx+y^Ty=1+2y^Ty$. For weak loss the imaginary part of the wave number is about $gs/M$; accumulated along the chain it makes $y$ proportional to $gs$. The normalization adds a phase of order $g/M$, which is no larger in order because $s\geq2/M$. Thus $O_{nn}=1+O(g^2s^2)$.

“Weak” therefore means $g\ll1$, with no requirement that $g$ shrink with $L$. For the final exponential there is one further condition: a relative rate error of order $g^2$ must not be multiplied by a large exponent, so $g^2\Gamma_1t\ll1$.

### Stronger loss keeps the power and changes the prefactor

Near either band edge $s$ is small, so the argument in (17) is small even when $g$ is not. Then

$$
\Gamma_k\simeq\frac{2\gamma_{\rm eff}}{M}s^2,\qquad
\gamma_{\rm eff}=\frac{\gamma}{1+g^2}. \tag{18}
$$

The end amplitudes of these waves remain proportional to $s$, so by (12) their coherences remain of order $s^2$ and fade as the faster waves empty. Their diagonal weights also tend to one: $\mathrm{Im}\,\delta$ is proportional to $s$ near the edges, so the imaginary part $y$ of the normalized wave is again of order $s$, and $O_{nn}-1=2y^Ty$ is of order $s^2$. At leading order the late law for fixed $g$ is

$$
N\simeq\frac{M^{3/2}}{\sqrt{2\pi\gamma_{\rm eff}t}},\qquad
M\ll\gamma_{\rm eff}t\ll M^3. \tag{19}
$$

Take $g=2$, $L=400$ and $\tau=100$. The effective value is $100/(1+2^2)=20$. The Bessel expression $Me^{-\tau}I_0(\tau)-1$ then gives 35.0, while propagation gives 34.8. Leaving the loss rate unchanged would give 15.0. Agreement of the first two within 2% was tested.

Since $\gamma=2Jg/\hbar$, the effective rate is $(2J/\hbar)g/(1+g^2)$. It is largest at $g=1$, where it equals $J/\hbar$. Increasing the local loss beyond this point slows the late emptying, as the two-site example suggested.

For $g>1$ there is also a wave bound to the lossy end. The condition $\Psi_0=ig\Psi_1$ permits $\Psi_j\propto(ig)^{-j}$, which decreases away from the end. Its energy is $-iJ(g-1/g)$, so in a long chain it decays at $2J(g-1/g)/\hbar$. At fixed $g>1$ this rate does not fall with $L$, and the bound wave plays no part in the late law.

The correction is visible at weak loss too. For $g=0.05$, (19) raises the power-law part by $g^2/2=0.00125$. At $L=400$ and $\tau=100$ that part is 16.00, so the predicted increase is 0.020. Propagation gives 15.038 against 15.018 for the uncorrected mode sum.

### The three regimes in a long chain

For $L=400$ and $g=0.05$, the calculated sequence is

| $\tau$ | $N$ | $M/\sqrt{2\pi\tau}$ | local exponent |
|---|---|---|---|
| 0.1 | 363.1 | 505.9 | 0.101 |
| 1 | 186.0 | 160.0 | 0.563 |
| 10 | 50.3 | 50.6 | 0.524 |
| 100 | 15.0 | 16.0 | 0.535 |
| 1000 | 4.07 | 5.06 | 0.623 |
| $M^2/4$ | 0.0146 | 0.798 | 4.922 |

The first row is the steady initial loss. Rows three and four show the power law. At $\tau=1000$ the missing $k=0$ wave, the $-1$ in the Bessel sum, already removes about a fifth of the leading value. In the last row two standing waves dominate, and their exponential gives 0.0144.

### A chain of potassium atoms

Consider potassium-40 atoms in one spin state, held in the lowest band of a horizontal optical lattice. The light has a wavelength of 1064 nm, so the site spacing is 532 nm. The lattice depth is five recoil energies. Motion across the chain is assumed to be frozen in its lowest state by tight transverse confinement. These and the following settings are round values chosen for illustration, not data from a particular apparatus. With the atomic mass taken as 40 atomic mass units, the band calculation gives $J/h=289.8$ Hz, or $J/\hbar=1821\ \mathrm{s^{-1}}$. Doubling the plane-wave cutoff and the mesh changes $J/h$ by less than $10^{-9}$ Hz; using the actual mass of 39.964 units instead would raise it by about 0.3 Hz, to 290.0 Hz.

Let $L=60$ and $\gamma=200\ \mathrm{s^{-1}}$. Then

$$
g=\frac{200}{2\times1821}=0.055,\qquad
\frac{M}{\gamma}=\frac{61}{200\ \mathrm{s^{-1}}}=0.305\ \mathrm{s}.
$$

The slowest lifetime is $1/\Gamma_1=57.5$ s, about twenty times shorter than $M^3/\gamma=1135$ s.

At $t=1.5$ s, $\tau=200\times1.5/61=4.92$. The leading law gives

$$
N\simeq\frac{61}{\sqrt{2\pi\times4.92}}=10.97.
$$

The two corrections in (7) are $1/(8\tau)=0.025$ and $-\sqrt{2\pi\tau}/M=-0.091$. Together they lower the estimate to $10.97\times0.934=10.25$. Propagation with $K$ gives 10.31.

| $t$ (s) | $N$ | leading law | local exponent |
|---|---|---|---|
| 0.03 | 54.5 | 77.6 | 0.100 |
| 0.3 | 27.7 | 24.5 | 0.576 |
| 1.5 | 10.3 | 11.0 | 0.589 |
| 6 | 4.53 | 5.49 | 0.614 |
| 60 | 0.739 | 1.74 | 1.173 |
| 200 | 0.063 | 0.950 | 3.466 |

Sixty sites are enough to show the slow emptying, but not a clean exponent of one half. From 0.3 to 6 s the exponent stays well above one half, and between the listed times it rises to about 0.65, near 0.5 s. For this ideal chain a fit should use the full mode sum, which gives 10.30 at 1.5 s. If the loss reaches further sites, the rates in the sum must be those of the actual loss profile, given in the next section. All values of $N$ are averages over repeated runs, which is why they can fall below one.

### What a real lattice changes

A focused loss beam also reaches neighbouring sites. If site $j$ has loss rate $\gamma_j$, first order gives $\Gamma_k=\sum_j\gamma_j\phi_k(j)^2$. Near a band edge, $|\phi_k(j)|$ grows as $j$ close to the wall. The rate in the power law is therefore replaced by

$$
\gamma\longrightarrow\sum_jj^2\gamma_j, \tag{20}
$$

provided the loss is weak and the beam is narrow compared with the surviving waves. For a beam waist of 0.5 μm, and with the sites treated as points, site 2 has 0.104 times the loss of site 1. Its weight in (20) is four times larger, so this tail matters: the predicted factor in $N$ is 0.840. At 1.5 s the calculated factor is 0.834, a reduction of 17%. The atoms are not points, however. Averaging the beam over the Wannier functions, the lowest-band orbitals localized on the sites, raises the loss ratio to 0.139. With the loss rate of site 1 held fixed, the factor at 1.5 s then falls to 0.79. The beam may also shift the energy of the end site. A shift of $0.5J$ changes $N$ at 1.5 s by less than 0.1%, but a shift of $2J$ more than doubles it, mainly because the waves near one band edge then escape much more slowly. Even the smaller shift makes the two band edges contribute unequally, although their sum hardly changes in the power-law regime. The last exponential is more sensitive: at 200 s a shift of $0.5J$ raises $N$ by a factor of 3.4. The late-time values here therefore require a shift far below the hopping.

The following changes at 1.5 s, each calculated alone with the remaining settings fixed, are smaller than that of the beam tail. Hopping between second neighbours, with an amplitude $-0.052$ times $J$, raises $N$ by 0.7%. A lattice tilted by 1 mrad from the horizontal lowers it by 1.7%; at 0.1 mrad the change is $-0.04$%. A residual harmonic trap of 5 Hz gives $-0.7$%. These small changes do not carry over to late times: at 200 s a tilt of 0.1 mrad raises $N$ from 0.063 to 0.345, and the 5 Hz trap raises it to 0.665. The exponent is affected earlier: at 6 s the 5 Hz trap lowers $N$ by 4.6%, and a tilt of 1 mrad lowers the local exponent from 0.61 to about 0.47, although it changes $N$ by less than 1%. The exponent at 6 s therefore holds only for a well-levelled lattice with a very weak trap, and the rows at 60 s and 200 s in the table above describe only the ideal chain. The ratio of $\hbar\gamma$ to the gap above the lowest band is 0.003, which suggests weak mixing with higher bands, though that mixing was not calculated.

Uniform background loss at rate $\kappa$ adds $-\kappa G$ to (1) and multiplies $N$ by $e^{-\kappa t}$. With a rough lifetime of 100 s, this removes 1.5% at 1.5 s but 44% at 57.5 s. In this example it therefore obscures the crossover to the last exponential much more than the power-law regime.

Hard walls and perfect initial filling were assumed. If the initial matrix is instead $G(0)=f$ times the identity, linearity gives $fN(t)$: the exponent is unchanged and the prefactor is multiplied by the filling $f$. Soft walls alter the waves near the ends, where the loss acts, and can change the prefactor and, over a wide range of times, the local exponent. As an example, take $L=200$ and $g=0.05$, and add the energy $0.5J\exp[-(j-1)^2/9]$ at the lossy end and its mirror image at the other end. The local exponent at $\tau=20$ is then 0.27 instead of 0.54. This is a slow crossover, not a new power law: for the same wall in a chain of 2500 sites, the first-order rates give 0.27 at $\tau=20$, 0.42 at $\tau=10^3$ and 0.49 at $\tau=10^4$, so the exponent returns to about one half only at much later times. Neither the exponent nor the prefactor calculated here should be carried over to a smoothly confined chain. Further calculated values are given in the numerical output.

## Numbers as computed

```
Lindblad, 4 sites: N many-body 2.926879, matrix 2.926879
Overlap sum, 40 sites: 15.873185, direct 15.873185
Rate formula, g=0.8, L=400: largest relative error 0.0044
Weak-loss tests: g = 0.050; tau = M^(2/3)/4 in next three lines
L=100: tau=5.42, N=16.778, N/law-1=-0.0304, predicted -0.0347
L=200: tau=8.58, N=26.841, N/law-1=-0.0196, predicted -0.0220
L=400: tau=13.59, N=42.859, N/law-1=-0.0122, predicted -0.0139
Mode occupations, L=400: largest error 0.00089
Modes with sin^2 k < 1/tau: 0.175 of modes, 0.954 of survivors
Share of survivors in lower half of band: 0.500
L=400: tau | N | mode sum | power law | n1 | slope -dlnN/dlnt
0.1 | 363.1095 | 362.7475 | 505.8881 | 9.137e-01 | 0.101
1.0 | 185.9835 | 185.7696 | 159.9759 | 2.613e-01 | 0.563
10.0 | 50.3241 | 50.2612 | 50.5888 | 6.577e-03 | 0.524
100.0 | 15.0375 | 15.0177 | 15.9976 | 2.006e-04 | 0.535
1000.0 | 4.0658 | 4.0595 | 5.0589 | 6.317e-06 | 0.623
40200.2 | 0.0146 | 0.0144 | 0.7979 | 4.447e-09 | 4.922
End density / its power law at tau=100: 1.0055
Two-mode exponential at the last time: 0.01439
Strong loss g=2, L=400, tau=100: N=34.843, renormalised 35.002, unrenormalised 15.018
Lattice: wavelength 1064 nm, depth 5 E_R, L=60, loss 200 1/s
Recoil E_R/h = 4405.9 Hz, J/h = 289.76 Hz, J/hbar = 1820.6 1/s
Shift of J/h, cutoff 5->10 and mesh 32->64: -4.9e-11 Hz
J2/J = -0.0516, band gap/h = 10754 Hz, g = 0.0549
hbar gamma / band gap = 0.00296
M/gamma = 0.305 s, 1/Gamma_1 = 57.5 s, M^3/gamma = 1135 s
Example: t (s) | N | mode sum | power law | slope
0.03 | 54.5197 | 54.4194 | 77.5942 | 0.100
0.30 | 27.7104 | 27.6717 | 24.5374 | 0.576
1.50 | 10.3105 | 10.2952 | 10.9735 | 0.589
3.00 | 6.8756 | 6.8644 | 7.7594 | 0.589
6.00 | 4.5304 | 4.5227 | 5.4867 | 0.614
60.00 | 0.7389 | 0.7364 | 1.7351 | 1.173
200.00 | 0.0625 | 0.0619 | 0.9503 | 3.466
Changes of N at t = 1.5 s from neglected effects:
next-neighbour hopping: 0.71 %
gravity, misalignment 0.1 mrad (0.052 Hz per site): -0.04 %
gravity, misalignment 1.0 mrad (0.523 Hz per site): -1.74 %
residual trap 5 Hz (end shift 12.18 Hz): -0.70 %
beam waist 0.5 um, loss on site 2 / site 1: 0.1039
beam spill: N ratio 0.8342, band-edge law 0.8402
background lifetime 100 s: -1.49 % at 1.5 s, -43.8 % at 1/Gamma_1
```
